# Herzberg–Teller intensity: how nuclear motion lights up a dark state: test program

```python
"""Herzberg-Teller intensity of a dark electronic transition, one mode.

Result under test (Hartree atomic units):
    D = (dmu/dQ)^2 / (2 omega)       dipole strength of the line v=0 -> v'=1
    dmu_ik/dQ = sum_{m!=k} mu_im V_mk/(E_k-E_m)
              + sum_{m!=i} V_im mu_mk/(E_i-E_m)
Q: mass-weighted coordinate; omega: its frequency; V = dH_el/dQ;
mu: dipole operator; E: electronic energies at Q = 0.
Model states: 0 = g (ground), 1 = d (dark), 2 = b (bright).
The formulas are compared with finite differences, with a Born-Oppenheimer
(BO) calculation on numerical surfaces, and with full vibronic diagonalization.
"""
import numpy as np
from scipy.constants import physical_constants as pc

EV = pc["Hartree energy in eV"][0]
CM = pc["hartree-inverse meter relationship"][0] / 100.0
KB = pc["kelvin-hartree relationship"][0]
NVIB = 30


def reference_states(h0):
    """Eigenstates at Q=0, largest component of each made positive."""
    e, c = np.linalg.eigh(h0)
    top = np.argmax(np.abs(c), axis=0)
    return e, c * np.sign(c[top, np.arange(len(e))])


def adiabatic(h0, v, mu, q):
    """Adiabatic energies and dipole matrix at Q=q, phases tied to Q=0."""
    ref = reference_states(h0)[1]
    e, c = np.linalg.eigh(h0 + q * v)
    c = c * np.sign(np.sum(ref * c, axis=0))
    return e, c.T @ mu @ c


def borrowing(h0, v, mu, i, k):
    """The two sums: mixing into state k, and mixing into state i."""
    e, c = reference_states(h0)
    vm, dm = c.T @ v @ c, c.T @ mu @ c
    into_k = sum(dm[i, m] * vm[m, k] / (e[k] - e[m])
                 for m in range(len(e)) if m != k)
    into_i = sum(vm[i, m] * dm[m, k] / (e[i] - e[m])
                 for m in range(len(e)) if m != i)
    return into_k, into_i


def coordinate_matrix(omega):
    a = np.diag(np.sqrt(np.arange(1, NVIB)), 1)
    return (a + a.T) / np.sqrt(2 * omega)


def vibronic_line(h0, v, mu, omega):
    """Full diagonalization: energy and amplitude of 0->1, amplitude of 0->0."""
    one = np.eye(NVIB)
    osc = np.diag(omega * (np.arange(NVIB) + 0.5))
    h = (np.kron(h0, one) + np.kron(np.eye(3), osc)
         + np.kron(v, coordinate_matrix(omega)))
    e, c = np.linalg.eigh(h)
    amp = c[:, 0] @ np.kron(mu, one) @ c
    j0 = np.argmax(np.abs(c[NVIB]))
    j1 = np.argmax(np.abs(c[NVIB + 1]))
    return e[j1] - e[0], abs(amp[j1]), abs(amp[j0])


def bo_lines(h0, v, mu, omega):
    """Vibrational levels of g and d surfaces and matrix of mu_gd(Q)."""
    nodes, u = np.linalg.eigh(coordinate_matrix(omega))
    points = [adiabatic(h0, v, mu, q) for q in nodes]
    osc = np.diag(omega * (np.arange(NVIB) + 0.5))
    levels, vectors = [], []
    for s in (0, 1):
        surface = np.array([p[0][s] for p in points])
        e, c = np.linalg.eigh(osc + (u * surface) @ u.T)
        levels.append(e)
        vectors.append(c)
    dipole = np.array([p[1][0, 1] for p in points])
    return levels[0], levels[1], vectors[0].T @ (u * dipole) @ u.T @ vectors[1]


# General derivative formula: five states, permanent dipoles, nuclear dipole
rng = np.random.default_rng(4)


def random_symmetric(n):
    a = rng.normal(size=(n, n))
    return (a + a.T) / 2


h5 = np.diag([0.0, 1.0, 2.1, 3.3, 4.6]) + 0.2 * random_symmetric(5)
v5, mu5 = random_symmetric(5), random_symmetric(5)
step = 1e-4
shifted = [adiabatic(h5, v5, mu5 + (3 + 2 * q) * np.eye(5), q)[1]
           for q in (step, -step)]
slope5 = (shifted[0] - shifted[1]) / (2 * step)
general_error = max(abs(slope5[0, k] - sum(borrowing(h5, v5, mu5, 0, k)))
                    for k in range(1, 5))
assert general_error < 1e-5

# Three-state model
E_D, E_B, OMEGA = 0.18, 0.25, 0.004
MU_GB, MU_BD = 1.5, 1.0
V_BD, V_GB = 2.0e-4, 1.5e-4
h0 = np.diag([0.0, E_D, E_B])
mu = np.array([[0, 0, MU_GB], [0, 0, MU_BD], [MU_GB, MU_BD, 0]])


def coupling(v_bd, v_gb):
    return np.array([[0, 0, v_gb], [0, 0, v_bd], [v_gb, v_bd, 0]])


v = coupling(V_BD, V_GB)
term_exc, term_gnd = borrowing(h0, v, mu, 0, 1)
slope = term_exc + term_gnd
fd = (adiabatic(h0, v, mu, 0.1)[1][0, 1]
      - adiabatic(h0, v, mu, -0.1)[1][0, 1]) / 0.2
assert abs(fd / slope - 1) < 1e-5
q_rms = 1 / np.sqrt(2 * OMEGA)
d_ht = slope**2 / (2 * OMEGA)
f_ht = 2 / 3 * (E_D + OMEGA) * d_ht
f_bright = 2 / 3 * E_B * MU_GB**2

# Weak coupling isolates the leading order in V
weak = 0.02
eg, ed, m_weak = bo_lines(h0, weak * v, mu, OMEGA)
assert abs(m_weak[0, 1]**2 / (weak**2 * d_ht) - 1) < 1e-3
assert abs(np.sum(m_weak[0]**2) / (weak**2 * d_ht) - 1) < 1e-3


def first_order_amplitude(omega):
    return abs(MU_GB * V_BD / (E_D + omega - E_B)
               + V_GB * MU_BD / (-E_B - omega)) / np.sqrt(2 * omega)


bo_errors = []
for w in (OMEGA, OMEGA / 4):
    exact = vibronic_line(h0, weak * v, mu, w)[1] / weak
    assert abs(exact / first_order_amplitude(w) - 1) < 1e-3
    bo_errors.append(exact / (abs(slope) / np.sqrt(2 * w)) - 1)
assert 3.8 < bo_errors[0] / bo_errors[1] < 4.5

# Thermal strength and hot band from numerical surfaces
T = 600.0
pop = np.exp(-(eg - eg[0]) / (KB * T))
pop /= pop.sum()
total_T = np.sum(pop[:, None] * m_weak**2) / weak**2
thermal_factor = 1 / np.tanh(OMEGA / (2 * KB * T))
assert abs(total_T / (d_ht * thermal_factor) - 1) < 1e-3
cold = sum(pop[n] * m_weak[n, n + 1]**2 for n in range(NVIB - 1))
hot = sum(pop[n] * m_weak[n, n - 1]**2 for n in range(1, NVIB))
assert abs(hot / cold / np.exp(-OMEGA / (KB * T)) - 1) < 1e-3

# Strength gained by d and lost by b at the rms displacement


def gain_and_loss(v_gb):
    m = adiabatic(h0, coupling(V_BD, v_gb), mu, q_rms)[1]
    return m[0, 1]**2, MU_GB**2 - m[0, 2]**2


gain0, loss0 = gain_and_loss(0.0)
gain1, loss1 = gain_and_loss(V_GB)
assert gain0 > 1e-3 and abs(gain0 - loss0) < 1e-11
assert abs(loss1 / gain1 - 1) > 0.01

# Full coupling strength
eg_f, ed_f, m_full = bo_lines(h0, v, mu, OMEGA)
d_bo = m_full[0, 1]**2
f_bo = 2 / 3 * (ed_f[1] - eg_f[0]) * d_bo
e_ex, a_ex, a_00 = vibronic_line(h0, v, mu, OMEGA)
f_ex = 2 / 3 * e_ex * a_ex**2
assert a_00 < 1e-10
assert abs(d_bo / d_ht - 1) < 0.06
assert abs(a_ex / first_order_amplitude(OMEGA) - 1) < 0.05

# Reversed sign of the ground-state coupling
v_rev = coupling(V_BD, -V_GB)
slope_rev = sum(borrowing(h0, v_rev, mu, 0, 1))
d_rev = slope_rev**2 / (2 * OMEGA)
m_rev = bo_lines(h0, weak * v_rev, mu, OMEGA)[2]
assert abs(m_rev[0, 1]**2 / (weak**2 * d_rev) - 1) < 1e-3
f_rev = 2 / 3 * (E_D + OMEGA) * d_rev
e_rx, a_rx, _ = vibronic_line(h0, v_rev, mu, OMEGA)
f_rx = 2 / 3 * e_rx * a_rx**2
assert f_rev < f_ht and f_rx < f_ex

print("INPUT (Q in bohr sqrt(m_e))")
print(f"E_d, E_b = {E_D:.3f}, {E_B:.3f} hartree")
print(f"omega = {OMEGA:.4f} hartree = {OMEGA*CM:.1f} cm^-1")
print(f"mu_gb, mu_bd = {MU_GB:.2f}, {MU_BD:.2f} e bohr")
print(f"V_bd, V_gb = {V_BD:.2e}, {V_GB:.2e} hartree/(bohr sqrt(m_e))")
print("HERZBERG-TELLER FORMULA")
print(f"rms Q in v=0 = {q_rms:.4f} bohr sqrt(m_e)")
print(f"slope, excited-state mixing = {term_exc:.5e} e/sqrt(m_e)")
print(f"slope, ground-state mixing = {term_gnd:.5e} e/sqrt(m_e)")
print(f"slope, total = {slope:.5e} e/sqrt(m_e)")
print(f"slope, finite difference = {fd:.5e} e/sqrt(m_e)")
print(f"dipole strength D = {d_ht:.5e} (e bohr)^2")
print(f"line energy = {E_D+OMEGA:.5f} hartree = {(E_D+OMEGA)*EV:.4f} eV")
print(f"oscillator strength f = {f_ht:.4e} (no unit)")
print(f"f of bright state at Q=0 = {f_bright:.4f} (no unit)")
print(f"ratio f_dark/f_bright = {f_ht/f_bright:.3e} (no unit)")
print("COMPARISON AT FULL COUPLING, LINE 0->1")
print(f"D, BO with full mu(Q) = {d_bo:.5e} (e bohr)^2")
print(f"D, full vibronic = {a_ex**2:.5e} (e bohr)^2")
print(f"D_BO/D_HT - 1 = {100*(d_bo/d_ht-1):.2f} percent")
print(f"D_vibronic/D_BO - 1 = {100*(a_ex**2/d_bo-1):.2f} percent")
print(f"D_vibronic/D_HT - 1 = {100*(a_ex**2/d_ht-1):.2f} percent")
print(f"first-order vibronic D = {first_order_amplitude(OMEGA)**2:.5e}"
      " (e bohr)^2")
print(f"f, BO = {f_bo:.4e}; f, full vibronic = {f_ex:.4e} (no unit)")
print(f"line energy, full vibronic = {e_ex:.5f} hartree = {e_ex*EV:.4f} eV")
print("WEAK COUPLING (V times 0.02): AMPLITUDE ERROR OF HT FORMULA")
print(f"vibronic/HT - 1 at omega = {100*bo_errors[0]:.2f} percent")
print(f"vibronic/HT - 1 at omega/4 = {100*bo_errors[1]:.2f} percent")
print("REVERSED SIGN OF V_gb")
print(f"slope = {slope_rev:.5e} e/sqrt(m_e)")
print(f"f, HT = {f_rev:.4e}; f, full vibronic = {f_rx:.4e} (no unit)")
print("STRENGTH BALANCE AT rms Q, (e bohr)^2")
print(f"V_gb = 0: gain of d = {gain0:.5e}, loss of b = {loss0:.5e}")
print(f"V_gb on: gain of d = {gain1:.5e}, loss of b = {loss1:.5e}")
print("TEMPERATURE")
print(f"T = {T:.0f} K, k_B T = {KB*T:.5e} hartree")
print(f"D(T)/D(0) = {thermal_factor:.4f} (no unit)")
print(f"hot/cold dipole strength, numerical = {hot/cold:.4f} (no unit)")
print(f"five-state slope formula, largest error = {general_error:.1e} a.u.")
print("OK")
```

Printed output:

```
INPUT (Q in bohr sqrt(m_e))
E_d, E_b = 0.180, 0.250 hartree
omega = 0.0040 hartree = 877.9 cm^-1
mu_gb, mu_bd = 1.50, 1.00 e bohr
V_bd, V_gb = 2.00e-04, 1.50e-04 hartree/(bohr sqrt(m_e))
HERZBERG-TELLER FORMULA
rms Q in v=0 = 11.1803 bohr sqrt(m_e)
slope, excited-state mixing = -4.28571e-03 e/sqrt(m_e)
slope, ground-state mixing = -6.00000e-04 e/sqrt(m_e)
slope, total = -4.88571e-03 e/sqrt(m_e)
slope, finite difference = -4.88571e-03 e/sqrt(m_e)
dipole strength D = 2.98378e-03 (e bohr)^2
line energy = 0.18400 hartree = 5.0069 eV
oscillator strength f = 3.6601e-04 (no unit)
f of bright state at Q=0 = 0.3750 (no unit)
ratio f_dark/f_bright = 9.760e-04 (no unit)
COMPARISON AT FULL COUPLING, LINE 0->1
D, BO with full mu(Q) = 2.97032e-03 (e bohr)^2
D, full vibronic = 3.28004e-03 (e bohr)^2
D_BO/D_HT - 1 = -0.45 percent
D_vibronic/D_BO - 1 = 10.43 percent
D_vibronic/D_HT - 1 = 9.93 percent
first-order vibronic D = 3.29732e-03 (e bohr)^2
f, BO = 3.6395e-04; f, full vibronic = 4.0191e-04 (no unit)
line energy, full vibronic = 0.18380 hartree = 5.0014 eV
WEAK COUPLING (V times 0.02): AMPLITUDE ERROR OF HT FORMULA
vibronic/HT - 1 at omega = 5.12 percent
vibronic/HT - 1 at omega/4 = 1.22 percent
REVERSED SIGN OF V_gb
slope = -3.68571e-03 e/sqrt(m_e)
f, HT = 2.0830e-04; f, full vibronic = 2.3758e-04 (no unit)
STRENGTH BALANCE AT rms Q, (e bohr)^2
V_gb = 0: gain of d = 2.28891e-03, loss of b = 2.28891e-03
V_gb on: gain of d = 2.97413e-03, loss of b = 3.08421e-03
TEMPERATURE
T = 600 K, k_B T = 1.90009e-03 hartree
D(T)/D(0) = 1.2775 (no unit)
hot/cold dipole strength, numerical = 0.1218 (no unit)
five-state slope formula, largest error = 6.0e-09 a.u.
OK
```
